# Parabolic charging of a weakly conducting sidewall grounded at one end, part 2

A plasma delivers charge to the sidewall of a trench etched through silicon dioxide down to grounded silicon. A weakly conducting fluorocarbon film on the wall carries this charge to ground. How large does the wall potential $V$, measured relative to ground, become?

The coordinate $x$ runs along the wall from the grounded bottom, $x=0$, to the insulated top, $x=L$. The film is ohmic, with thickness $d$, conductivity $s$ and sheet resistance $R=1/(sd)$, in ohms per square. The net arriving current density is $J=J_i-J_e$, the ion part minus the electron part, both written as positive magnitudes. The film current per unit width (horizontal length along the trench), positive toward increasing $x$, is

$$
K=-sd\,\frac{dV}{dx}=-\frac{1}{R}\frac{dV}{dx}.
$$

For $J$ uniform and independent of $V$, the steady state is a parabola:

$$
\frac{d^2V}{dx^2}=-RJ,\qquad
V=RJ\left(Lx-\frac{x^2}{2}\right),\qquad
V_{\max}=\frac{RJL^2}{2}.
$$

The largest field along the wall, at the grounded end, is $F_{\max}=R|J|L$. If the current varies along the wall, the end voltage is $V(L)=R\int_0^LxJ(x)\,dx$. For a linear tilt with mean $J$,

$$
J(x)=J\left[1+a\left(\frac{2x}{L}-1\right)\right],
$$

this gives

$$
V(L)=\frac{RJL^2}{2}\left(1+\frac{a}{3}\right).
$$

The example has $L=1000$ nm, $d=10$ nm, $s=5\times10^{-8}$ S/cm, $R=2\times10^{13}$ Ω per square, $J_i=15$ µA/cm² and $J_e=5$ µA/cm², so $J=10$ µA/cm². It gives $V_{\max}=1.0$ V and $F_{\max}=0.02$ MV/cm. A tilt of $a=0.5$ raises the end voltage to 1.17 V. In the table of computed values, "network" means a chain of 400 equal resistors, solved with Kirchhoff's current law as a check on the parabola.

### The wall voltage changes the electron current

A positive wall attracts electrons, and the extra electrons reduce the net positive current. To estimate the effect, let the electron current follow a Boltzmann factor while the ion current stays fixed:

$$
J_{\text{net}}(V)=J_i-J_e\,e^{V/T_e}.
$$

Here $J_e$ is the electron current density at $V=0$, and $T_e$ is the electron temperature expressed in volts. This is a model of the feedback, not a calculation of electron paths in the trench. Since $J_i=J+J_e$,

$$
J_{\text{net}}=J-J_e\left(e^{V/T_e}-1\right).
$$

When $V$ is small compared with $T_e$, the exponential is approximately $1+V/T_e$. Then

$$
J_{\text{net}}\approx J-gV,\qquad g=\frac{J_e}{T_e}.
$$

Let $V_0$ be the original parabola and write $V=V_0-\delta$, where $\delta$ is the reduction caused by feedback. The potential equation becomes

$$
V_0''-\delta''=-RJ+Rg(V_0-\delta).
$$

Because $V_0''=-RJ$, those two terms cancel. The product $g\delta$ is of second order in the feedback and is dropped. What remains is

$$
\delta''=-RgV_0 .
$$

The reduction also satisfies $\delta(0)=0$ and $\delta'(L)=0$. It is therefore the voltage that an arriving current density $gV_0(x)$ would produce, and the integral for the end voltage applies:

$$
\delta(L)=R\int_0^Lx\,gV_0\,dx
=R^2gJ\int_0^L\left(Lx^2-\frac{x^3}{2}\right)dx .
$$

The integral is $L^4/3-L^4/8=5L^4/24$. Dividing by $V_{\max}=RJL^2/2$ gives the fractional reduction

$$
\frac{\delta(L)}{V_{\max}}=\frac{5}{12}\,\frac{RJ_eL^2}{T_e}.
$$

For $T_e=4$ V, which corresponds to an electron temperature of 4 eV,

$$
\frac{RJ_eL^2}{T_e}
=\frac{(2\times10^{13})(5\times10^{-6})(10^{-4})^2}{4}=0.25 .
$$

The estimated reduction is $5\times0.25/12=0.104$, or 10.4% of the original maximum. A numerical solution with the full exponential also gives a reduction of 10.4% to this precision, and a maximum of 0.90 V. The agreement is this close partly by accident. The dropped term $g\delta$ would make the reduction smaller, while the upward curvature of the exponential makes it larger, and for these values the two nearly cancel. Such close agreement should not be assumed for other values.

The feedback also sets a ceiling. In this model the net current vanishes at

$$
V_f=T_e\ln\frac{J_i}{J_e}.
$$

Suppose that $J>0$ and that the highest potential on the wall were above $V_f$. At that point the net current would be negative, so $V''=-RJ_{\text{net}}$ would be positive. The slope is zero there, whether the point lies inside the wall or at the insulated end. A zero slope with positive curvature means that the potential is higher at neighbouring points, which contradicts the choice of the highest point. The voltage therefore cannot exceed $V_f$. The growth of the parabola as $L^2$ must break down before $RJL^2/2$ passes this ceiling. In the example $V_f=4.4$ V. Doubling $L$ to 2000 nm gives about 2.5 V with feedback instead of the 4 V of the parabola, which is 2.8 rather than 4 times the value at 1000 nm.

### A film of finite thickness

The sheet description uses one potential at each $x$. Inside the film the potential $\phi$ also varies with depth. Let $y=0$ be the face against the insulator and $y=d$ the face exposed to the plasma. In the steady state, with constant conductivity,

$$
\frac{\partial^2\phi}{\partial x^2}+\frac{\partial^2\phi}{\partial y^2}=0 .
$$

No current crosses $y=0$, so $\partial\phi/\partial y=0$ there. At $y=d$ the current $J$ enters toward decreasing $y$. Ohm's law reads $-s\,\partial\phi/\partial y=-J$, so $\partial\phi/\partial y=J/s$.

Let $\Phi(x)$ be the average of $\phi$ over the thickness. Averaging the equation gives

$$
\frac{d^2\Phi}{dx^2}
=-\frac{1}{d}\left[\frac{\partial\phi}{\partial y}\right]_{y=0}^{y=d}
=-\frac{J}{sd}=-RJ .
$$

If the whole end face at $x=0$ is grounded and the whole end face at $x=L$ is insulated, then $\Phi(0)=0$ and $\Phi'(L)=0$. The mean potential obeys the original equation with the original end conditions. It follows the same parabola, even when the film is not thin.

The exposed face lies slightly above this mean. Away from the contact the potential is

$$
\phi=\Phi+\frac{J}{sd}\left(\frac{y^2}{2}-\frac{d^2}{6}\right).
$$

The added term has zero average, since the average of $y^2/2$ is $d^2/6$. Its second derivative in $y$ is $J/(sd)$, which cancels $\Phi''$. Its slope is zero at $y=0$ and $J/s$ at $y=d$, as required. At the exposed face it equals

$$
\frac{J}{sd}\left(\frac{d^2}{2}-\frac{d^2}{6}\right)=\frac{Jd}{3s}.
$$

This is 0.07 mV in the example and can be ignored beside 1 V. The expression fails close to $x=0$, where the contact forces the potential to zero through the whole thickness.

A two-dimensional numerical solution for a much thicker film, with $d/L=0.2$, tested this term. The ratio of the computed face excess to the formula was 1.00125. The difference of about 0.1% comes from the numerical grid.

### The time needed to reach the steady state

While the wall is charging, part of the arriving current is stored. Let $c$ be an effective capacitance per unit area between wall and ground, taken as constant. The stored charge per area is $cV$, and charge balance becomes

$$
c\,\frac{\partial V}{\partial t}=J-\frac{\partial K}{\partial x}
=J+\frac{1}{R}\frac{\partial^2V}{\partial x^2}.
$$

Let $u$ be the difference between $V$ and the steady parabola. The constant $J$ cancels, leaving

$$
c\,\frac{\partial u}{\partial t}=\frac{1}{R}\frac{\partial^2u}{\partial x^2}.
$$

Try $u=\sin(kx)\,e^{-t/\tau}$, which vanishes at ground. Insertion gives $c/\tau=k^2/R$, so $\tau=Rc/k^2$. The insulated end requires $\cos(kL)=0$. The smallest positive solution, $k=\pi/(2L)$, decays most slowly:

$$
\tau=\frac{4RcL^2}{\pi^2}.
$$

A trench wall does not have one local capacitance, because charge at one place affects the potential elsewhere. As a rough scale, take $c$ to be the permittivity of the oxide divided by $L$, with relative permittivity 3.9. The result is $\tau\approx0.3$ ms. The true value depends on the surroundings: it is about 0.1 ms if only 200 nm of oxide separates neighbouring trenches, and about 0.5 ms for widely spaced ones. The steady formula applies once the current has stayed constant for several times this long. A current that varies periodically about a constant mean $J$, with amplitude $\Delta J$ and a period $P$ much shorter than $\tau$, makes the voltage swing by $\Delta J\,P/(2\pi c)$, which is the fraction $(4/\pi^3)(P/\tau)(\Delta J/|J|)$ of $|V_{\max}|$. It may be replaced by its mean if this fraction is small. Since $J$ is a difference of larger currents, $\Delta J$ can far exceed $|J|$. Slower variations make the voltage swing about the steady value, by an amount proportional to the amplitude of the variation.

### Temperature of the film

The conductivity must be the value at the working temperature. Suppose that it is thermally activated,

$$
s\propto e^{-E_a/(k_BT)},
$$

where $E_a$ is the activation energy, $k_B$ is Boltzmann's constant and $T$ is the film temperature. At fixed current and dimensions $V_{\max}$ is proportional to $1/s$, so

$$
\frac{V_{\max}(T_2)}{V_{\max}(T_1)}
=\exp\left[-\frac{E_a}{k_B}\left(\frac{1}{T_1}-\frac{1}{T_2}\right)\right].
$$

With a rough $E_a=0.5$ eV, warming from 300 to 310 K multiplies the voltage by 0.54. For these assumed values, an error of ten kelvin matters more than the electron feedback or the current tilt considered above.

### Strong fields and leakage

The following estimates concern the film and the oxide behind it.

**Breakdown.** A rough breakdown field for the film is 1 MV/cm. The largest field along the wall is 0.02 MV/cm, or 2% of that.

**Leakage into the oxide.** Take a rough oxide conductivity of $10^{-16}$ S/cm and use $F_{\max}$ as the scale of the field in the oxide. The leakage current density is then $2\times10^{-12}$ A/cm², which is $2\times10^{-7}$ of the arriving current density. Radiation from the plasma can make the oxide more conductive, but the increase would have to be very large to matter here.

**Field-assisted hopping.** Let carriers hop between traps a distance $h$ apart. A field $F$ lowers the barrier by $qFh/2$ in one direction and raises it by the same amount in the other, where $q$ is the elementary charge. The difference between the two hopping rates is proportional to $\sinh z$, with

$$
z=\frac{qFh}{2k_BT}.
$$

Ohm's law corresponds to replacing $\sinh z$ by $z$. The conductivity is therefore multiplied by $(\sinh z)/z$. For an assumed $h=2$ nm and the largest field in the example, the increase is 0.1%.

**Isolated charged traps.** In the Poole–Frenkel picture a carrier escapes from a single charged trap. The top of its barrier lies where the attraction of the trap balances the applied field:

$$
\frac{q}{4\pi\varepsilon r^2}=F,
\qquad
r=\sqrt{\frac{q}{4\pi\varepsilon F}},
$$

where $\varepsilon$ is the permittivity of the film. With relative permittivity 2.1 and the largest field, $r=18.5$ nm. This is far beyond the next trap at 2 nm, so the isolated-trap picture does not suit the assumed film. The conclusion rests on the assumed spacing. For isolated charged traps the barrier would be lowered by $2qFr=74$ meV, almost $3k_BT$ at 300 K. In the simplest one-dimensional form this multiplies the conductivity at the contact by about 17 and lowers the end voltage to about 0.3 V. A field far below breakdown therefore does not guarantee an ohmic film, and the current–voltage curve of the real film has to be known.

### The field inside the trench

The charged walls also act on ions in the gap. Let two equal walls be a distance $w$ apart, and measure $y$ now from the middle of the gap. Without space charge, and away from the mouth and bottom, the potential in the gap is

$$
\phi=V(x)+\frac{RJ}{2}\left(y^2-\frac{w^2}{4}\right).
$$

The second derivatives are $-RJ$ in $x$ and $+RJ$ in $y$, and they add to zero as Laplace's equation requires. At $y=\pm w/2$ the bracket vanishes and $\phi=V$. The wall is above the centre by

$$
\frac{RJ}{2}\,\frac{w^2}{4}=V_{\max}\left(\frac{w}{2L}\right)^2 .
$$

For $w=200$ nm this is $(1.0\ \text{V})(0.1)^2=10$ mV. An ion with a rough transverse energy of 0.3 eV is little affected by such a step. Near the mouth this expression fails. If the potential of the top surface differs greatly from that of the wall's upper end, the step near the mouth can be much larger and can deflect ions more strongly. Uniform current remains an assumption there.

### Comparison with real trenches

The dimensions and materials of the example are those of oxide etching in a high-density fluorocarbon plasma. The uniform positive current is a simplification. Ion current densities at the wafer surface are roughly some mA/cm², so the assumed sidewall ion current is of the order of one percent of that. The assumed electron current is less realistic. Ions arrive nearly vertically, but electrons arrive from many directions and land mostly on the upper wall. On an uncharged wall they can far outnumber the ions there, so the net current can be negative near the top until the charge repels further electrons. The example does not predict the sign or size of the voltage in a real trench. The film conductivity is far above that of ordinary bulk fluorocarbon polymers, which are excellent insulators. It stands for a film made more conductive by ions and radiation, and its value is an assumption. Real trenches break the condition of a fixed, uniform current. In the example, feedback lowers the maximum by about 10%, and the chosen tilt raises it by about 17%. A much less conductive film would make the parabola predict a much larger voltage. Feedback would then control the result, and the simple formula should not be used.

### Using the result for design

Suppose that the end voltage must stay below a chosen magnitude $V_{\text{allowed}}$. Rearranging $|V_{\max}|\le V_{\text{allowed}}$ gives

$$
sd\ge\frac{|J|L^2}{2V_{\text{allowed}}}.
$$

The rule requires an ohmic film with a good ground contact, and a known, nearly uniform current that the wall voltage changes little. The film must also end at the top of the wall. If it continues over the top surface, current can enter or leave there, and the end voltage then depends strongly on the potential of that surface. If the current changes sign along the wall, the largest voltage can lie below the insulated end, and limiting the end voltage is then not enough. The conductivity must be the one that the film has during processing. For the example with a limit of 1 V, the rule requires a conductivity of at least $5\times10^{-8}$ S/cm at a thickness of 10 nm. The numerical output lists the remaining values used in these estimates.

## Table of computed values

```
INPUTS (rough typical values)
Sidewall length: 1000 nm
Film thickness: 10 nm
Film conductivity: 5.0e-08 S/cm
Ion current density: 15.0 uA/cm2
Electron current density at V=0: 5.0 uA/cm2
Electron temperature: 4.0 eV
Film temperature: 300 K
MAIN RESULTS
Net current density: 10.0 uA/cm2
Sheet resistance: 2.00e+13 ohm per square
Contact current per width: 1.000 nA/cm
V at 250 nm: formula 0.43750 V, network 0.43750 V
V at 500 nm: formula 0.75000 V, network 0.75000 V
V at 750 nm: formula 0.93750 V, network 0.93750 V
V at 1000 nm: formula 1.00000 V, network 1.00000 V
Maximum voltage: 1.0000 V = 1000.0 mV
Mean voltage (network): 0.6667 V
Largest field: 0.0200 MV/cm
Joule heat per trench width: 0.6667 nW/cm
Maximum with both ends grounded: 0.2500 V
NEGLECTED EFFECTS
Feedback number R*Je*L^2/Te: 0.250
First-order feedback drop: 10.42 %
Maximum with full feedback: 0.8964 V
Full feedback drop: 10.36 %
Current tilt parameter a: 0.50
Maximum with tilted current: 1.1667 V
Exposed face above film mean: 0.0667 mV
Gap width: 200 nm
Wall minus gap centre: 10.00 mV
Rough transverse ion energy: 0.30 eV
Rough activation energy: 0.50 eV
Vmax at 310 K / Vmax at 300 K: 0.536
Rough film breakdown field: 1.0 MV/cm
Largest field / breakdown field: 0.0200
Rough oxide conductivity: 1.0e-16 S/cm
Oxide leakage / arriving current: 2.00e-07
Assumed trap spacing: 2.0 nm
Hopping conductivity increase: 0.100 %
Film relative permittivity: 2.1
Poole-Frenkel barrier distance: 18.5 nm
Oxide relative permittivity: 3.9
Rough charging time: 0.280 ms
2D TEST (thickness/length = 0.2)
Face excess, computed / formula: 1.00125
```
